# Why photoelectron intensity can understate the mean thickness of unwanted islands

**Q:** I have a selective deposition process that leaves 10 nm of titanium dioxide on the growth area. On the silicon beside it, where nothing should grow, the titanium photoelectron line has 0.9933 percent of the intensity of a thick titanium dioxide film. The attenuation length is 2 nm. I convert the intensity to a thickness, and that is the mean amount of unwanted oxide. What could be wrong with that?

**A:** Let us first write down your conversion, so that its assumptions are visible. Take emission along the surface normal, straight electron paths, and uniform illumination. Material at depth $u$ below the surface contributes $K e^{-u/L}\,du$ per unit area, where $L$ is the attenuation length and $K$ contains the atom density, the cross section and the instrument response. A film of thickness $d$ gives

$$I(d)=K\int_0^d e^{-u/L}\,du=KL\left(1-e^{-d/L}\right).$$

A very thick film gives $KL$. Dividing by it removes $K$, so the relative signal is

$$s=1-e^{-d/L}.$$

Hence $e^{-d/L}=1-s$, and taking the logarithm gives

$$d_{\rm app}=-L\ln(1-s).$$

I call this the apparent thickness, because the derivation used one thickness everywhere.

**Q:** With my numbers it is $-2\ln(1-0.009933)=0.01996$ nm. That is less than an atomic layer, so of course it isn't a literal continuous film. I read it as an average: all the oxide, spread evenly over the area. The spectrometer averages over the spot anyway.

**A:** The spectrometer averages intensity. Whether this equals the intensity of the averaged thickness is the question. Let the local thickness be $t$, and let angle brackets denote an average over the analysed area, which we take to contain many islands. Each small patch obeys the formula above with its own $t$, so

$$s=\left\langle 1-e^{-t/L}\right\rangle=1-\left\langle e^{-t/L}\right\rangle .$$

Your conversion therefore returns

$$d_{\rm app}=-L\ln\left\langle e^{-t/L}\right\rangle,$$

whereas the mean thickness is $\langle t\rangle$. The exponential is not linear, so the two need not agree.

**Q:** Then give me a case that has my signal but a different mean.

**A:** Suppose the oxide sits in flat-topped islands of height $h=10$ nm that cover a fraction $f=0.01$ of the surface, with bare silicon between them. The average has two parts:

$$\left\langle e^{-t/L}\right\rangle=(1-f)\cdot 1+f e^{-h/L}
=1-f\left(1-e^{-h/L}\right).$$

Therefore

$$s=f\left(1-e^{-h/L}\right),\qquad \langle t\rangle=fh.$$

Here $h/L=5$ and $e^{-5}=0.006738$, so

$$s=0.01\,(1-0.006738)=0.009933.$$

This is your measured signal. But the mean thickness is $0.01\times 10=0.1$ nm, which is 5.0 times your 0.02 nm. Had the same oxide been spread uniformly, the signal would have been $1-e^{-0.1/2}=4.877$ percent.

**Q:** So most of the oxide in the islands is simply not seen?

**A:** Yes. Electrons from the lower part of an island are lost on their way up through it. Once $h$ is several times $L$, additional height adds almost no signal, and $s$ approaches $f$. In that limit the measurement reports the covered area. The apparent thickness then approaches $-L\ln(1-f)$, which for small $f$ is close to $fL$. The attenuation length has taken the place of the island height.

In the opposite limit, $h\ll L$, your reading recovers. For small $s$, $-\ln(1-s)\approx s$, so

$$\frac{d_{\rm app}}{\langle t\rangle}\approx\frac{Lf(1-e^{-h/L})}{fh}
=\frac{L}{h}\left(1-e^{-h/L}\right)
\approx 1-\frac{h}{2L}.$$

The last form comes from $1-e^{-x}\approx x-x^2/2$ with $x=h/L$. Low islands on a mostly bare surface are therefore read nearly correctly, even though they are islands.

**Q:** Could some other arrangement err the other way, so that the apparent thickness is too large?

**A:** Not under the assumptions made so far. Start with the function $g(y)=e^{-y}-1+y$. Its derivative, $1-e^{-y}$, is negative for $y<0$ and positive for $y>0$, so $g$ has its minimum at $y=0$, where it vanishes. Thus $e^{-y}\ge 1-y$, with equality only at $y=0$.

Write $m=\langle t\rangle$ and put $y=(t-m)/L$. Multiplying the inequality by the positive number $e^{-m/L}$ gives

$$e^{-t/L}\ge e^{-m/L}\left(1-\frac{t-m}{L}\right).$$

Now average over the area. Since $\langle t-m\rangle=0$,

$$\left\langle e^{-t/L}\right\rangle\ge e^{-m/L}.$$

The logarithm preserves the order, and multiplication by $-L$ reverses it:

$$d_{\rm app}\le m=\langle t\rangle .$$

Equality requires $t=m$ everywhere, apart from regions of zero area. So the apparent thickness is a lower bound on the mean. The bound belongs to this model: a wrong reference intensity or an incorrect attenuation length can still push a reported value to either side.

**Q:** No real film is perfectly uniform. How much variation can I tolerate?

**A:** Put $t=m+\delta$, with $\langle\delta\rangle=0$, and assume that $\delta$ is small compared with $L$. The constant part factors out:

$$\left\langle e^{-t/L}\right\rangle=e^{-m/L}\left\langle e^{-\delta/L}\right\rangle .$$

Expanding the exponential to third order gives

$$\left\langle e^{-\delta/L}\right\rangle\approx
1+\frac{\langle\delta^2\rangle}{2L^2}-\frac{\langle\delta^3\rangle}{6L^3}.$$

The term linear in $\delta$ has averaged to zero. In $\ln(1+x)=x-x^2/2+\cdots$, the square of the variance term is of fourth order, so to third order we need only $x$. Multiplying by $-L$,

$$d_{\rm app}\approx m-\frac{\langle\delta^2\rangle}{2L}
+\frac{\langle\delta^3\rangle}{6L^2}.$$

The leading error is the variance divided by $2L$. What must be small is the variation in thickness, not the thickness itself, as long as the signal can still be measured accurately.

Your islands are far outside this regime. Their variance is $fh^2-(fh)^2=f(1-f)h^2=0.99\ \mathrm{nm^2}$, so the second term would be about 0.25 nm, larger than the 0.1 nm mean it is meant to correct. The full exponential average is needed.

**Q:** I have a cross-check, though. The silicon line is weakened by the oxide. If I calculate the thickness from that line, or from the titanium-to-silicon ratio, I get the same answer. Surely that agreement supports a uniform film.

**A:** Consider the silicon line with the same attenuation length in the oxide. A patch of thickness $t$ transmits the fraction $e^{-t/L}$ of the clean-silicon signal. The area average is

$$s_{\rm sub}=\left\langle e^{-t/L}\right\rangle=1-s.$$

For the islands this is 99.0067 percent. Your film formula for the substrate is $d=-L\ln s_{\rm sub}$, which is again $-L\ln(1-s)$. For the ratio, a uniform film has

$$\frac{s}{s_{\rm sub}}=\frac{1-e^{-d/L}}{e^{-d/L}}=e^{d/L}-1,$$

so that

$$d=L\ln\left(1+\frac{s}{s_{\rm sub}}\right)
=L\ln\frac{1}{1-s}=-L\ln(1-s).$$

In the middle step I used $s_{\rm sub}=1-s$, which holds for any thickness distribution. All three methods contain the same average. Comparing the titanium result with the silicon result can reveal a wrong intensity reference, but it does not test uniformity.

**Q:** The two lines have different kinetic energies, so their attenuation lengths differ. Doesn't that break the tie?

**A:** In principle it does. Suppose the silicon line has an attenuation length of 2.5 nm in the oxide. The islands then give an apparent thickness

$$-2.5\ln\left[1-0.01\left(1-e^{-10/2.5}\right)\right]=0.02466\ \mathrm{nm},$$

against 0.01996 nm from the titanium line. A uniform film would give one thickness from both.

The intensity difference is small, however. The islands remove $0.01(1-e^{-4})$, or 0.98 percent, of the silicon signal. A uniform film of 0.01996 nm would remove $1-e^{-0.01996/2.5}$, or 0.80 percent. You would have to know the clean-silicon reference to better than about 0.2 percent of its intensity to separate them. And 0.02466 nm is still about a quarter of the true mean.

**Q:** Then let me keep the one titanium intensity and ask what it does tell me about the mean.

**A:** Within the model of islands of equal height, solve the signal equation for the covered fraction and multiply by the height:

$$f=\frac{s}{1-e^{-h/L}},\qquad
\langle t\rangle=\frac{s\,h}{1-e^{-h/L}}.$$

Here $s$ is held fixed while $h$ is varied. With your signal, the possibilities include:

| Height (nm) | Cover (percent) | Mean (nm) |
|---:|---:|---:|
| 0.5 | 4.490 | 0.0225 |
| 2 | 1.571 | 0.0314 |
| 5 | 1.082 | 0.0541 |
| 10 | 1.000 | 0.1000 |
| 20 | 0.993 | 0.1987 |

To see that the mean must rise with height, set $x=h/L$. The derivative of $x/(1-e^{-x})$ is

$$\frac{1-e^{-x}-xe^{-x}}{(1-e^{-x})^2}
=\frac{e^{-x}(e^x-1-x)}{(1-e^{-x})^2},$$

which is positive for $x>0$. The smallest permitted height follows from $f\le 1$. At $f=1$ the islands have merged into a uniform film, with $h=\langle t\rangle=d_{\rm app}$. At the other end $f$ tends to $s$, and the mean grows as $sh$ without limit. So the intensity fixes a minimum mean, but no maximum.

**Q:** If I measure the heights, for instance by atomic force microscopy, can I use your formula for $\langle t\rangle$?

**A:** Yes, if the islands are flat-topped and nearly equal in height. If flat-topped islands have different heights, average over the covered area: $s=f\langle 1-e^{-h/L}\rangle_{\rm isl}$ and $\langle t\rangle=f\langle h\rangle_{\rm isl}$. Eliminating $f$ gives

$$\langle t\rangle=
\frac{s\,\langle h\rangle_{\rm isl}}
{\langle 1-e^{-h/L}\rangle_{\rm isl}}.$$

A wide island counts more than a narrow one in these averages. Another route is a method that counts atoms per unit area with negligible loss over 10 nm, such as Rutherford backscattering, provided that it is sensitive enough. Dividing that count by the atom density of the oxide gives the mean thickness without an island model.

**Q:** Before buying another measurement, I could tilt the sample. A thin film becomes stronger at grazing emission. Wouldn't islands behave differently?

**A:** They do, but their side walls complicate the test. Let the emission direction make an angle $q$ with the normal, and write $c=\cos q$. We compare the same sample area with a thick flat film at the same angle.

Divide the material into narrow tubes parallel to the emission direction. If a tube has cross section $dA_\perp$ and contains a length $\ell$ of oxide, its signal is proportional to

$$dA_\perp\int_0^\ell e^{-p/L}\,dp
=L\left(1-e^{-\ell/L}\right)dA_\perp .$$

A tube that cuts a horizontal plane in area $dx\,dy$ has $dA_\perp=c\,dx\,dy$. For the thick film each tube gives $Lc\,dx\,dy$. The factor $Lc$ cancels in the ratio, and over an area $A$

$$s(q)=\frac1A\int\left(1-e^{-\ell/L}\right)dx\,dy.$$

For a uniform film $\ell=d/c$. At 60 degrees $c=1/2$, and the gain over normal emission is

$$\frac{1-e^{-2d/L}}{1-e^{-d/L}}=1+e^{-d/L}=1.990$$

for $d=0.01996$ nm.

**Q:** And for an island?

**A:** Take square pillars of width $w$, tilted parallel to one edge, and define $a=h\tan q$. Assume $a<w$ and no shadowing of one island by another. Seen on a horizontal plane, the tubes that meet a pillar span a width $w+a$. In the middle, over a width $w-a$, they cross from top to bottom and have $\ell=h/c$. At each end there is a strip of width $a$, where the tubes cross a side wall and $\ell$ rises linearly from zero to $h/c$.

With $E=e^{-h/(Lc)}$, the middle contributes $(w-a)(1-E)$. One end strip contributes

$$\int_0^a\left(1-e^{-hx/(aLc)}\right)dx
=a\left[1-\frac{Lc}{h}(1-E)\right].$$

There are two such strips. Each pillar extends a distance $w$ in the other direction, and there are $f/w^2$ pillars per unit area. The product of these factors is $f/w$, so

$$s(q)=\frac fw\left\{(w-a)(1-E)
+2a\left[1-\frac{Lc}{h}(1-E)\right]\right\}.$$

At $q=0$ we have $a=0$, and the earlier island formula returns.

Let the islands be 20 nm wide and 200 nm apart, centre to centre, which gives 1 percent cover. At 60 degrees $a=17.3$ nm, $Lc/h=0.1$, and $E=e^{-10}$ is negligible. The signal is about

$$\frac{0.01}{20}\left[2.7+2(17.3)(0.9)\right]=0.0169,$$

a gain of 1.704. The gap between islands is 180 nm, so neighbours do not shadow one another in this direction.

**Q:** That is uncomfortably close to the gain of a film.

**A:** It is. Your film formula at 60 degrees, with $L$ replaced by $Lc$, would return 0.0171 nm instead of 0.0200 nm. The change is about 14 percent of the normal-emission value, and both results are far below 0.1 nm. This is for tilt parallel to an edge; tilted along the diagonal, the same islands have a gain of 1.94, even closer to that of a film. A modest error in a weak signal could hide it.

Islands 200 nm wide, with height and covered fraction held fixed, have a gain of 1.076 for tilt parallel to an edge, and about 1.10 along the diagonal. Their side walls are a smaller part of the emitting surface. Tilting can therefore reveal wide, tall islands. Narrower islands gain more, and at some width their gain equals that of a film. For 10 nm tall islands at 60 degrees this happens at a width between 10 and 20 nm, depending on the direction of tilt; still narrower islands gain more than a film, if they do not shadow one another. A film-like gain therefore does not prove that there is a film.

**Q:** How much does this matter for the selectivity I report? I use the difference between the thicknesses on the two areas, divided by their sum.

**A:** Call the thicknesses $t_g$ on the growth area and $t_n$ on the non-growth area. Then

$$S=\frac{t_g-t_n}{t_g+t_n},\qquad
1-S=\frac{2t_n}{t_g+t_n}.$$

Keep $t_g=10$ nm. The true mean gives $S=9.9/10.1=0.9802$. The apparent thickness gives $S=9.980/10.020=0.9960$. These values look similar because both are near one. The shortfall $1-S$ is more telling: it is 0.0198 in the first case and 0.0040 in the second. Your value understates the unwanted material by about a factor of five.

The growth-area thickness should also come from a suitable method. At 10 nm its titanium signal is already $1-e^{-5}$, or 99.3 percent, of the thick-film limit, so a small intensity error would become a large thickness error.

**Q:** These are very tidy islands. How close is the example to titanium dioxide nuclei on silicon measured with an aluminium K-alpha source?

**A:** An attenuation length of about 2 nm is a rough but reasonable value for the titanium line in that oxide. A height of 10 nm describes nuclei that started early and grew about as fast as the wanted film; later nuclei would be lower. The equal heights and vertical walls are idealisations, and real nuclei can be rounded and varied in size. To see what rounding does, keep 1 percent cover but use hemispheres of radius $R=10$ nm. At a relative distance $r$ from the centre, the local height is $R\sqrt{1-r^2}$. With $y=\sqrt{1-r^2}$, so that $r\,dr=-y\,dy$, the mean is

$$f\int_0^1 2r\,R\sqrt{1-r^2}\,dr
=2fR\int_0^1y^2\,dy=\frac{2fR}{3}=0.0667\ \mathrm{nm}.$$

The signal, with $k=R/L=5$, is

$$s=f\left[1-2\int_0^1y e^{-ky}\,dy\right]
=f\left\{1-\frac{2}{k^2}\left[1-(1+k)e^{-k}\right]\right\}.$$

This gives $s=0.00923$ and an apparent thickness of 0.0186 nm. The mean is now 3.6 times the apparent value, instead of 5.0 times. The factor is smaller because the hemispheres have a lower mean height, not because they are round: flat islands with the same cover and the same volume, 6.67 nm tall, would give a factor of 3.4.

**Q:** What about the attenuation length and the straight paths?

**A:** Keep the original flat islands. If the attenuation length were 1.6 nm, and that correct value were used in the conversion, the apparent thickness would be 0.0160 nm. For 2.4 nm it would be 0.0237 nm. The true mean stays at 0.1 nm in both cases.

An analyser also accepts a range of angles. For the 20 nm wide islands, emission at 10 degrees, tilted parallel to an edge, has a relative signal 5.5 percent above that at normal emission. This is the effect of one angle and one direction; it is not an average over a particular analyser's acceptance cone.

Elastic scattering lets electrons change direction, leave through side walls, or return from the surrounding silicon. I sized this by following random paths backwards from the detector at normal emission. The mean distance between collisions was 2 nm in both solids, and 10 percent of collisions redirected the electron isotropically while the rest removed it. Relative to a thick film treated in the same way, the island signal rose by about 1 percent, and the apparent thickness, still converted with 2 nm, stayed close to 0.020 nm. In this model a thin uniform film has an effective attenuation length of about 2.1 nm rather than 2 nm; converting with that value gives 0.021 nm, still far below the true mean. A different scattering strength would change that correction. The numerical output lists the values for all these cases.

**Q:** Then how should I word my original result?

**A:** You could write: "The titanium intensity corresponds to a uniform film of 0.02 nm at an attenuation length of 2 nm." That is a statement about signal. If you add that the mean unwanted thickness is at least 0.02 nm, you are using the inequality, with its assumptions and the uncertainties of $s$ and $L$. To state a mean of 0.1 nm, you need further evidence, such as measured island shapes and heights that give this mean together with your signal, or a direct count of the atoms per unit area.

## Values computed for the example and the checks

```
Attenuation length: 2.0 nm
Island height: 10.0 nm
Island width: 20.0 nm
Island spacing, centre to centre: 200.0 nm
Covered area: 1.00 percent
Height / attenuation length: 5.00 (no unit)
Escape factor exp(-h/L): 0.006738 (no unit)
Relative overlayer signal: 0.9933 percent
Relative substrate signal: 99.0067 percent
Apparent uniform thickness: 0.01996 nm
True mean thickness: 0.10000 nm
True / apparent thickness: 5.009 (no unit)
Signal of uniform film with true mean: 4.877 percent
Growth-area film: 10.0 nm
Selectivity from true mean: 0.9802 (no unit)
Selectivity from apparent mean: 0.9960 (no unit)
Islands with the same signal:
  height 0.5 nm, cover 4.490 percent, mean 0.0225 nm
  height 2.0 nm, cover 1.571 percent, mean 0.0314 nm
  height 5.0 nm, cover 1.082 percent, mean 0.0541 nm
  height 10.0 nm, cover 1.000 percent, mean 0.1000 nm
  height 20.0 nm, cover 0.993 percent, mean 0.1987 nm
60 degree signal gain, uniform film: 1.990 (no unit)
60 degree gain, 20 nm wide islands: 1.704 (no unit)
60 degree gain, 200 nm wide islands: 1.076 (no unit)
60 degree apparent thickness, 20 nm wide: 0.01707 nm
Hemispheres, true mean: 0.06667 nm
Hemispheres, apparent thickness: 0.01855 nm
Substrate-line attenuation length: 2.5 nm
Apparent thickness from that line: 0.02466 nm
Apparent thickness, L = 1.6 nm: 0.01605 nm
Apparent thickness, L = 2.4 nm: 0.02374 nm
Signal change at 10 degrees: 5.51 percent
Elastic collision share: 10 percent
Signal change by elastic scattering: 1.1 percent
Apparent thickness with scattering: 0.0202 nm
```
